# The Koelling–Arbman Sphere Hamiltonian in the LAPW Method, part 2

We seek the energy bands of a crystal in linearized augmented plane waves (LAPWs). The unit cell, of volume $\Omega$, contains one sphere of radius $R$ centred at the origin. The potential $V(r)$ is real and spherical inside the sphere and zero in the interstitial region $I$. Rydberg atomic units are used: $H=-\nabla^2+V$, with lengths in bohr.

The vectors $\mathbf K=\mathbf k+\mathbf G$ and $\mathbf Q=\mathbf k+\mathbf G'$ label the bra and ket, which are plane waves $\Omega^{-1/2}e^{i\mathbf K\cdot\mathbf r}$ and $\Omega^{-1/2}e^{i\mathbf Q\cdot\mathbf r}$ outside the sphere. For $l\le l_{\max}$, the factor $j_l(Kr)$ is replaced inside by $A_lu_l+B_l\dot u_l$, matched in value and slope. Here $u_l$ is the normalized radial solution at the energy parameter $E_l$, and $\dot u_l$ is its energy derivative, orthogonal to $u_l$ and with squared norm $N_l$.

A prime on a function means $d/dr$. Boundary quantities are taken at $r=R$, with $j_l=j_l(KR)$, $J_l=j_l(QR)$, and slopes $j_l'$, $J_l'$ that include the chain-rule factor $K$ or $Q$. Matching gives $A_l=R^2a_l(K)$ and $B_l=R^2b_l(K)$, where

$$a_l(K)=j_l'\dot u_l-j_l\dot u_l',\qquad b_l(K)=j_lu_l'-j_l'u_l, \tag{4}$$

and $J_l$ replaces $j_l$ for $\mathbf Q$. The Wronskian relation is $R^2(\dot u_lu_l'-u_l\dot u_l')=1$.

The sphere parts of the overlap and Hamiltonian are sums over $l$ of $(4\pi R^4/\Omega)(2l+1)P_l(\hat{\mathbf K}\cdot\hat{\mathbf Q})$ times $s_l$ and $E_ls_l+\gamma_l$, respectively, with

$$s_l=a_l(K)a_l(Q)+N_l\,b_l(K)b_l(Q), \tag{2}$$

$$\gamma_l=\dot u_l u_l'\,(j_l'J_l+j_lJ_l')-\dot u_l'u_l'\,j_lJ_l-\dot u_lu_l\,j_l'J_l'. \tag{3}$$

This Hamiltonian is in gradient form, with kinetic energy $\int\nabla\phi^*\cdot\nabla\phi$. The operator form, $\int\phi^*H\phi$, has $a_l(K)b_l(Q)$ in place of $\gamma_l$. With the index $l$ dropped, the two are related by

$$\gamma=a(K)b(Q)+\frac{jJ'}{R^2}
=b(K)a(Q)+\frac{j'J}{R^2}. \tag{30}$$

Below, $K_{\max}$ is the plane-wave cutoff. In the numerical output, `ud` means $\dot u$, and the suffixes 1 and 2 refer to $\mathbf K$ and $\mathbf Q$.

### Complete matrices

Let $\mathbf g=\mathbf Q-\mathbf K$, which is a reciprocal lattice vector. The interstitial step function is one outside the sphere and zero inside. Its Fourier transform is

$$\Theta(\mathbf g)=\frac1\Omega\int_I e^{i\mathbf g\cdot\mathbf r}d^3r
=\delta_{\mathbf g,0}-\frac{4\pi R^3}{\Omega}\frac{j_1(gR)}{gR}. \tag{31}$$

The first term is the integral over the whole cell. The second removes the sphere, for which $4\pi\int_0^Rr^2j_0(gr)\,dr=4\pi R^3j_1(gR)/(gR)$. At $g=0$ the ratio $j_1(gR)/(gR)$ is $1/3$.

The gradients of the two plane waves supply $(-i\mathbf K)\cdot(i\mathbf Q)=\mathbf K\cdot\mathbf Q$. The full matrices are therefore

$$S_{\mathbf K\mathbf Q}=\Theta(\mathbf g)+\frac{4\pi R^4}{\Omega}\sum_l(2l+1)P_ls_l, \tag{32}$$

$$H_{\mathbf K\mathbf Q}=\mathbf K\cdot\mathbf Q\,\Theta(\mathbf g)+\frac{4\pi R^4}{\Omega}\sum_l(2l+1)P_l(E_ls_l+\gamma_l). \tag{33}$$

Making the Rayleigh quotient $c^\dagger Hc/c^\dagger Sc$ stationary gives the generalized eigenproblem

$$Hc=\varepsilon Sc. \tag{34}$$

In exact arithmetic $S$ is positive definite. The number $c^\dagger Sc$ is the squared norm of the combined function, and it can vanish only if the finite sum of plane waves vanishes throughout the interstitial. Such a sum is analytic, so it would then vanish everywhere, and all coefficients would be zero. A Cholesky factorization $S=CC^\dagger$ consequently turns (34) into an ordinary Hermitian eigenproblem for $C^{-1}HC^{-\dagger}$. Positive definiteness does not exclude small eigenvalues of $S$, which can make this transformation numerically ill-conditioned.

### Cancellation of the surface terms

The operator form of the whole matrix, with $H$ acting on the ket, is

$$H^{\rm op}_{\mathbf K\mathbf Q}=Q^2\Theta(\mathbf g)+\frac{4\pi R^4}{\Omega}\sum_l(2l+1)P_l\left[E_ls_l+a_l(K)b_l(Q)\right]. \tag{35}$$

To compare it with (33), start from

$$\nabla\cdot\left(e^{-i\mathbf K\cdot\mathbf r}\nabla e^{i\mathbf Q\cdot\mathbf r}\right)
=(\mathbf K\cdot\mathbf Q-Q^2)e^{i\mathbf g\cdot\mathbf r}. \tag{36}$$

Integrate over the interstitial. Opposite cell faces cancel because the vector field in (36) has the periodicity of the lattice. At the sphere the normal pointing out of the interstitial is $-\hat{\mathbf r}$. Thus

$$(\mathbf K\cdot\mathbf Q-Q^2)\Theta
=-\frac{R^2}{\Omega}\oint e^{-i\mathbf K\cdot\mathbf r}\partial_re^{i\mathbf Q\cdot\mathbf r}\,d\hat{\mathbf r}. \tag{37}$$

Expanding both plane waves and using the addition theorem gives

$$(\mathbf K\cdot\mathbf Q-Q^2)\Theta
=-\frac{4\pi R^2}{\Omega}\sum_{l=0}^{\infty}(2l+1)P_lj_lJ_l'. \tag{38}$$

By (30), the sphere part of $H-H^{\rm op}$ is the same expression with a positive sign, but summed only to $l_{\max}$. Hence

$$H-H^{\rm op}=-\frac{4\pi R^2}{\Omega}\sum_{l>l_{\max}}(2l+1)P_lj_lJ_l'. \tag{39}$$

The two complete Hamiltonians agree as $l_{\max}\to\infty$. At finite $l_{\max}$ the gradient form is still symmetric, whereas the operator form generally is not.

The truncation has a physical meaning. For $l>l_{\max}$ the plane wave outside has an angular component with no partner inside, so the basis function jumps at the sphere. The gradient form integrates the two regions separately and omits the singular kinetic energy of this jump. A calculated eigenvalue is therefore not guaranteed to be a strict upper bound at finite $l_{\max}$.

For $l$ well above $KR$, $j_l(KR)$ falls rapidly with $l$, so the required $l_{\max}$ is controlled by $RK_{\max}$. In the example below, $RK_{\max}=8.0$ and there are 117 basis functions. The largest element of $|H-H^{\rm op}|$ is $0.148$ Ry at $l_{\max}=6$, $1.35\times10^{-3}$ Ry at $l_{\max}=10$, and $2.2\times10^{-7}$ Ry at $l_{\max}=14$.

### What a wrong pairing does

Suppose $\gamma_l$ is kept in the sphere, but the interstitial uses the averaged operator form $\tfrac12(K^2+Q^2)\Theta$. The added matrix is

$$W_{\mathbf K\mathbf Q}=\left[\tfrac12(K^2+Q^2)-\mathbf K\cdot\mathbf Q\right]\Theta
=\tfrac12|\mathbf Q-\mathbf K|^2\,\Theta. \tag{40}$$

For a crystal function $\psi$, its expectation value is

$$\langle W\rangle=-\frac12\int_I\nabla^2|\psi|^2d^3r
=\frac{R^2}{2}\oint\partial_r|\psi|^2\,d\hat{\mathbf r}. \tag{41}$$

This is an uncancelled surface term. Its sign is fixed for an eigenstate with $\varepsilon<0$ and zero interstitial potential. There $\nabla^2\psi=-\varepsilon\psi$, and

$$\nabla^2|\psi|^2=2|\nabla\psi|^2-2\varepsilon|\psi|^2>0 \tag{42}$$

wherever $\psi\neq0$. Thus $\langle W\rangle<0$, and the wrong pairing lowers the energy of this state at first order.

A symmetrized operator form can be used consistently, provided both regions are treated alike. The interstitial then has $\tfrac12(K^2+Q^2)\Theta$, and $\gamma_l$ is replaced by $\tfrac12[a(K)b(Q)+b(K)a(Q)]$. This is the average of $H^{\rm op}$ and its transpose in the present real case, and it has the same limit as (33).

### Two limiting cases

If both plane waves happen to have the logarithmic derivative of $u_l$ at the sphere, then $b(K)=b(Q)=0$. Neither function contains $\dot u_l$, and (30) gives $R^4\gamma_l=R^2jJ'$. In this limit $\gamma_l$ is purely the surface term that converts the operator energy to gradient energy.

For an empty sphere, set $V=0$ and choose $E_l=K^2$ for one particular $\mathbf K$. Then $u_l$ is proportional to $j_l(Kr)$, so $b_l(K)=0$, and the augmented function is the original plane wave. Its diagonal element is

$$H_{\mathbf K\mathbf K}=K^2\Theta(0)+\frac{4\pi}{\Omega}\sum_l(2l+1)\left[K^2A_l^2+R^2j_lj_l'\right]. \tag{43}$$

Here $A_l^2=\int_0^Rr^2j_l(Kr)^2dr$. The identity $\sum_l(2l+1)j_l(Kr)^2=1$, which is the angular average of $|e^{i\mathbf K\cdot\mathbf r}|^2$, makes the first sum $K^2$ times the sphere's volume fraction. Differentiating the same identity gives $\sum_l(2l+1)j_lj_l'=0$. With all $l$ included, $H_{\mathbf K\mathbf K}=K^2$, as required.

### One matrix element

The model is a simple cubic crystal with lattice constant $6$ bohr and $R=2.5$ bohr. The sphere potential is

$$V(r)=-V_0\left(1-\frac{r^2}{R^2}\right)^2,\qquad V_0=4\ \text{Ry}, \tag{44}$$

and the interstitial potential is zero. The wave vector is $\mathbf k=(2\pi/6)(0.1,0.2,0.3)$ bohr$^{-1}$. The energy parameters are $E_0=-0.8$ Ry and $E_l=0.5$ Ry for $l>0$.

Take $\mathbf K=\mathbf k$ and $\mathbf Q=\mathbf k+(2\pi/6)(-1,0,0)$. Then $K=0.391825$ bohr$^{-1}$, $Q=1.015296$ bohr$^{-1}$, and the cosine of their angle is $0.110264$. The remaining intermediate values are in Rydberg atomic units. For $l=0$ the boundary data are

$$u=-0.004119,\quad u'=-0.283454,$$
$$\dot u=-0.570779,\quad \dot u'=-0.434471,\quad N=0.748523,$$
$$j=0.847576,\quad j'=-0.116076,$$
$$J=0.223544,\quad J'=-0.418792.$$

The first matching combination is

$$a(K)=(-0.116076)(-0.570779)$$
$$\qquad-(0.847576)(-0.434471)=0.434501.$$

In the same way, $b(K)=-0.240727$, $a(Q)=0.336161$ and $b(Q)=-0.065089$. These give

$$s_0=(0.434501)(0.336161)$$
$$\quad+0.748523(-0.240727)(-0.065089)=0.15779.$$

This channel also shows why $\dot u$ is useful. Value matching with $u$ alone would need $j/u\approx-206$, because $u(R)$ is close to zero. The LAPW coefficient is $A=R^2a(K)=2.716$.

The three groups in (3) are

$$\dot uu'(j'J+jJ')=0.161790(-0.380906)=-0.06163,$$
$$-\dot u'u'jJ=-0.123153(0.189471)=-0.02333,$$
$$-\dot uu\,j'J'=-0.002351(0.048612)=-0.00011.$$

Their sum is $\gamma_0=-0.08507$. With $R^4=39.0625$,

$$R^4(E_0s_0+\gamma_0)$$
$$=39.0625(-0.12623-0.08507)=-8.254.$$

Direct quadrature of the gradient-form integral gives the same value to the printed digits. Multiplication by $4\pi/\Omega=0.058178$ gives a contribution of $-0.48021$ Ry. The $l=1$ and $l=2$ contributions are $-0.00189$ and $-0.00890$ Ry. The sphere sum through $l=14$ is $-0.49137$ Ry. Adding the interstitial term $-0.00615$ Ry gives

$$H_{\mathbf K\mathbf Q}=-0.49752\ \text{Ry},\qquad S_{\mathbf K\mathbf Q}=0.22392.$$

The operator products for $l=0$ are $a(K)b(Q)=-0.02828$ and $b(K)a(Q)=-0.08092$. Their difference, $0.05264$, agrees with $(j'J-jJ')/R^2=0.32901/6.25$. Using $a(K)b(Q)$ in place of $\gamma_0$ without changing the interstitial would raise this matrix element by

$$\frac{4\pi R^4}{\Omega}(0.08507-0.02828)\approx0.129\ \text{Ry}.$$

### Bands

With the energy parameters fixed at the values above, the lowest LAPW eigenvalue is $-1.03291$ Ry. The comparison calculation diagonalizes the same potential in 789 plane waves, without spheres or matching, and gives $-1.03329$ Ry. Increasing that basis from 454 to 789 functions changes the lowest four bands by at most $5\times10^{-6}$ Ry.

When every $E_l$ is set to the energy of the band being calculated and updated iteratively, the results in Ry are:

| Band | LAPW | Plane waves |
|---|---:|---:|
| 1 | −1.033277 | −1.033291 |
| 2 | 0.169937 | 0.169902 |
| 3 | 0.374072 | 0.373990 |
| 4 | 0.538755 | 0.538655 |

The plane-wave values fall by at most a further $1.3\times10^{-6}$ Ry in a larger basis, so their last digit is uncertain by about one unit. The lowest LAPW energy at $RK_{\max}=8$ is $-1.0333$ Ry, or $-14.058$ eV; a larger cutoff lowers it by $1.5\times10^{-5}$ Ry, to $-14.059$ eV. The differences from the plane-wave values range from $1.5\times10^{-5}$ to $1.0\times10^{-4}$ Ry. For band 2, the difference with the original fixed parameters was $2.4\times10^{-3}$ Ry; after the update it is $3.5\times10^{-5}$ Ry.

The improvement follows from the energy expansion of the radial function. If $\delta=\varepsilon-E_l$, then

$$u_l(\varepsilon)=u_l+\delta\dot u_l+O(\delta^2). \tag{45}$$

The LAPW space contains the first two terms. The leading wave-function error from linearization is therefore second order in $\delta$. With other basis errors absent, stationarity of the Rayleigh quotient makes the energy error fourth order. At $\delta=0$ the required radial function is present in each included channel. What remains comes from the finite plane-wave cutoff and $l_{\max}$, apart from the much smaller uncertainty of the comparison calculation.

With the fixed energy parameters, the wrong pairing (40) moves the lowest eigenvalue from $-1.0329$ to $-1.1674$ Ry. The downward shift of $0.1345$ Ry has the sign derived in (42). It is far larger than the linearization error of this band, so the gradient form must be used in both regions when the sphere code contains $\gamma_l$. The complete numerical output follows.

## Values computed for the example and the checks

```
a = 6.0 bohr, R = 2.5 bohr, V0 = 4.0 Ry, Omega = 216.0 bohr^3
k in units of 2pi/a: [0.1 0.2 0.3]  1 Ry = 13.605693 eV
E_0 = -0.8 Ry, E_l = 0.5 Ry for l > 0
pair: G=0 and G=(-1,0,0)2pi/a: K1=0.391825 K2=1.015296 1/bohr
cos(K1,K2) = 0.110264; radial data in Rydberg atomic units:
l=0 u=-0.004119 u'=-0.283454 ud=-0.570779 ud'=-0.434471
  N=0.748523 R^2 Wronskian=1.000000000
  j1=0.847576 j1'=-0.116076 j2=0.223544 j2'=-0.418792
  a1=0.434501 b1=-0.240727 a2=0.336161 b2=-0.065089
  s=0.1577907 gamma=-0.0850747 a1*b2=-0.0282813 b1*a2=-0.0809230
  R^4(E s+gamma)=-8.2541876 quadrature=-8.2541876
  contribution to H12 = -0.4802092 Ry
l=1 u=0.274478 u'=-0.227765 ud=-0.260659 ud'=-0.366626
  N=0.135126 R^2 Wronskian=1.000000000
  j1=0.296245 j1'=0.095106 j2=0.412483 j2'=-0.103024
  a1=0.083821 b1=-0.093579 a2=0.178081 b2=-0.065672
  s=0.0157573 gamma=-0.0103879 a1*b2=-0.0055047 b1*a2=-0.0166646
  R^4(E s+gamma)=-0.0980168 quadrature=-0.0980168
  contribution to H12 = -0.0018863 Ry
l=2 u=0.564483 u'=0.239305 ud=-0.100804 ud'=-0.326180
  N=0.016778 R^2 Wronskian=1.000000000
  j1=0.059700 j1'=0.044436 j2=0.263979 j2'=0.102017
  a1=0.014994 b1=-0.010797 a2=0.075821 b2=0.005585
  s=0.0011358 gamma=0.0010582 a1*b2=0.0000837 b1*a2=-0.0008186
  R^4(E s+gamma)=0.0635205 quadrature=0.0635205
  contribution to H12 = -0.0089017 Ry
max errors l=0..6: Wronskian 7.8e-14, ud 3.4e-07, integral 1.6e-13
interstitial K1.K2 Theta = -0.0061494 Ry
sphere sum to l=14: -0.4913698 Ry
H12 = -0.4975192 Ry, S12 = 0.2239165
LAPW cutoff 3.2 1/bohr (R*Kmax = 8.0), 117 functions
lmax=6: max|H_grad-H_op|=1.48e-01 Ry, asymmetry of H_op=2.21e-02 Ry
lmax=10: max|H_grad-H_op|=1.35e-03 Ry, asymmetry of H_op=1.52e-05 Ry
lmax=14: max|H_grad-H_op|=2.19e-07 Ry, asymmetry of H_op=5.26e-10 Ry
plane waves: 454 -> 789, largest change 5.0e-06 Ry
fixed E_l, bands 1-4 (Ry): -1.032906 0.172265 0.375648 0.539992
E_l set to the band energy (Ry):
  band 1: LAPW -1.033277, plane waves -1.033291, diff 1.5e-05
  band 2: LAPW 0.169937, plane waves 0.169902, diff 3.5e-05
  band 3: LAPW 0.374072, plane waves 0.373990, diff 8.2e-05
  band 4: LAPW 0.538755, plane waves 0.538655, diff 1.0e-04
lowest band: -1.033277 Ry = -14.0584 eV
wrong pairing, lowest eigenvalue: -1.1674 Ry
```
